# Phonon-pumping damping of a perpendicularly magnetized film, part 2

A film magnetized along its normal fills \(0<z<d\), with a free face at \(z=0\) and a very thick substrate at \(z>d\). Its magnetization precesses uniformly at small angle and emits shear waves. Does the lattice act back as Gilbert damping does? Units are SI, a prime denotes \(\partial_z\), and the unit vector \(\mathbf m\) along the magnetization obeys

\[
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},
\]

with \(\gamma>0\), static internal field \(B_0=B_{\rm ext}-\mu_0M_s\) along \(z\), applied field \(B_{\rm ext}\) and saturation magnetization \(M_s\). We write \(m=m_x-im_y\propto e^{-i\omega t}\) and, for the displacement, \(u=u_x-iu_y\).

The film has density \(\rho\), shear speed \(c\), modulus \(\mu=\rho c^2\), impedance \(Z=\rho c\) and \(k=\omega/c=2\pi/\lambda\). The substrate has shear speed \(c_s\) and impedance \(Z_s=rZ\); matched means \(r=1\).

For cubic axes, the magnetoelastic energy density is

\[
E_{\rm me}=b_1\sum_i m_i^2e_{ii}+2b_2\sum_{i<j}m_im_je_{ij},\qquad
e_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i).
\]

With these axes along \(x,y,z\), \(b=b_2\). The total shear stress is \(\mu u'+bm\), equivalent to forces per area \(+bm\) on the free face and \(-bm\) on the buried face. The turning of the crystal axes with the lattice was left out, its size to be given later.

With \(C=\cos kd\), \(S=\sin kd\) and

\[
q=\frac{bm}{Z\omega},\qquad
\epsilon=\frac{\gamma b^2}{M_sdZ\omega^2},
\]

the face displacements are

\[
u(0)=A=q\,\frac{(1-C)+irS}{S+irC},\qquad
u(d)=T=-q\,\frac{1-C}{S+irC}.
\]

Equating the emitted power per area \(P=Z_s\omega^2|T|^2\) to the Gilbert loss

\[
P_{\rm G}=\frac{M_sd}{\gamma}\,\alpha\,\omega^2|m|^2
\]

gave, for real \(r\),

\[
\alpha_{\rm ph}=\epsilon\,
\frac{r(1-\cos kd)^2}{\sin^2kd+r^2\cos^2kd}.
\]

For \(r=1\) this is \(\epsilon(1-C)^2=4\epsilon\sin^4(kd/2)\). For any real \(r>0\) it vanishes at \(d=n\lambda\), \(n=1,2,\dots\), where \(u=-q\sin kz\) and both displacement and total stress vanish at the faces.

The lattice acts back with the field \(h=h_x-ih_y\),

\[
h=-\frac{b}{M_sd}\,\Delta u ,
\]

where \(\Delta u=u(d)-u(0)\). For \(r=1\),

\[
h=\frac{b^2m}{M_sdZ\omega}\left[S(2-C)+i(1-C)^2\right].
\]

**Q.** Which part is damping, and how do you know its sign?

**A.** Compare it with the Gilbert term. That term acts as a field \(-(\alpha/\gamma)\dot{\mathbf m}\), because

\[
-\gamma\,\mathbf m\times\left(-\frac{\alpha}{\gamma}\dot{\mathbf m}\right)=\alpha\,\mathbf m\times\dot{\mathbf m}.
\]

Since \(\dot m=-i\omega m\), its complex form is \(+i\omega\alpha m/\gamma\). Damping is therefore a positive imaginary part of \(h/m\):

\[
\alpha_{\rm ph}=\frac{\gamma}{\omega}\,{\rm Im}\,\frac hm
=\frac{\gamma b^2}{M_sdZ\omega^2}(1-C)^2=\epsilon(1-C)^2 .
\]

This agrees with the energy balance. At one frequency the lattice acts as a Gilbert term. It is not a frequency-independent constant, though, since \(\epsilon\) and \(kd\) both contain \(\omega\).

**Q.** And the real part?

**A.** It shifts the resonance. Add small fields \(h_x,h_y\) to \(B_0\) in the equation of motion. To first order, \(\dot m_x=-\gamma(m_yB_0-h_y)\) and \(\dot m_y=-\gamma(h_x-m_xB_0)\). Forming \(\dot m_x-i\dot m_y\) gives

\[
\dot m=-i\gamma B_0m+\gamma h_y+i\gamma h_x=-i\gamma B_0m+i\gamma h .
\]

With \(\dot m=-i\omega m\) this becomes \(\omega=\gamma B_0-\gamma h/m\). The imaginary part of \(h/m\) makes the amplitude decay as \(e^{-\alpha_{\rm ph}\omega t}\). The real part gives

\[
\frac{\omega-\gamma B_0}{\omega}=-\epsilon\sin kd\,(2-\cos kd).
\]

For a decaying mode I have evaluated \(h\) at a real frequency. That is the leading order in \(\epsilon\). It requires the response of the lattice to vary little over a frequency range of order \(\epsilon\omega\), which for a matched substrate means \(\epsilon kd\ll1\).

**Q.** Then is the zero at \(d=n\lambda\) only a leading-order result? Higher orders in \(\epsilon\) might restore some damping.

**A.** Not in this model. At \(kd=2\pi n\) the formulas for the face displacements give \(u(0)=u(d)=0\) for any \(r>0\). Then \(\Delta u=0\), so \(h=0\), and \(\omega=\gamma B_0\) solves the equation of motion with a real frequency. No expansion in \(\epsilon\) was used. If the field is set so that \(\gamma B_0=2\pi nc/d\), the coupled motion of magnetization and lattice persists without decay. This supposes linear motion, uniform precession, no acoustic loss and no other magnetic damping. In a real film the other damping remains, and only the phonon part is removed.

**Q.** How closely must the thickness be met?

**A.** Let \(d=n\lambda+\delta\) with \(|k\delta|\ll1\). Then \(1-\cos kd=1-\cos k\delta\simeq(k\delta)^2/2\), so for a matched substrate

\[
\alpha_{\rm ph}\simeq\frac{\epsilon}{4}(k\delta)^4 .
\]

The fourth power makes the minimum broad. The amplitude vanishes as \(\delta^2\), and the power as its square.

The same expansion applies to a film much thinner than a wavelength, with \(d\) in place of \(\delta\):

\[
\alpha_{\rm ph}\simeq\frac{\gamma b^2}{M_sd\rho c\,\omega^2}\,\frac{\omega^4d^4}{4c^4}
=\frac{\gamma b^2d^3\omega^2}{4M_s\rho c^5}.
\]

The opposite forces on the two faces nearly cancel in a thin film. Together with the wave reflected at the free face, they leave no term of first order in \(kd\), so the emitted amplitude varies as \(d^2\).

**Q.** Is the damping then largest at half a wavelength?

**A.** The sine is, but at fixed frequency \(\epsilon\) contains \(1/d\). With \(x=kd/2\), the damping varies as \(\sin^4x/x\). Setting the derivative to zero,

\[
\frac{4\sin^3x\cos x}{x}-\frac{\sin^4x}{x^2}=0
\quad\Longrightarrow\quad \tan x=4x .
\]

The first positive root, found numerically, gives \(d=x\lambda/\pi=0.4435\,\lambda\). No thicker film does better: for \(x\ge\pi\) the function is at most \(1/\pi\), while at \(x=\pi/2\) it is already \(2/\pi\).

**Q.** An experiment records a linewidth. What does it see?

**A.** Hold the frequency of a weak rotating field \(h_{\rm rf}\) fixed and sweep the static field. Adding \(h_{\rm rf}\) to \(h\) in the equation of motion gives

\[
\left[\gamma B_0-\omega-\omega\epsilon S(2-C)-i\omega\alpha_{\rm ph}\right]m=\gamma h_{\rm rf}.
\]

Thus \(|m|^2\) falls to half its maximum when the real part of the bracket equals \(\pm\omega\alpha_{\rm ph}\). The full width at half power is

\[
\Delta B=\frac{2\alpha_{\rm ph}\omega}{\gamma}.
\]

Because \(\omega\) is fixed, \(\alpha_{\rm ph}\) does not change during the sweep. Other Gilbert damping adds to it in this formula.

**Q.** Give me numbers for a real material.

**A.** Take yttrium iron garnet on gadolinium gallium garnet, with a (001) film at 9.6 GHz. These are rough typical values near room temperature, and any third figure, here or in the results, serves only to let the arithmetic be followed: \(M_s=140\) kA/m, \(b=b_2=0.70\) MJ/m³, \(\rho=5170\) kg/m³ and \(c=3840\) m/s. With a \(g\) factor of 2, \(\gamma/2\pi=27.99\) GHz/T. The wavelength is

\[
\lambda=\frac{3840\ \text{m/s}}{9.6\times10^9\ \text{s}^{-1}}=400\ \text{nm},
\]

and \(Z=5170\times3840=1.985\times10^7\) kg m⁻² s⁻¹. The applied field is \(\omega/\gamma+\mu_0M_s=0.52\) T, without the small crystalline anisotropy field.

For \(d=200\) nm, with \(\gamma=1.759\times10^{11}\) s⁻¹T⁻¹ and \(\omega=6.03\times10^{10}\) s⁻¹,

\[
\epsilon=\frac{(1.759\times10^{11})(7.0\times10^5)^2}
{(1.4\times10^5)(2.0\times10^{-7})(1.985\times10^7)(6.03\times10^{10})^2}
=4.26\times10^{-5}.
\]

Here \(\sin(kd/2)=1\), so \(\alpha_{\rm ph}=4\epsilon=1.70\times10^{-4}\). The linewidth is

\[
\Delta B=2(1.70\times10^{-4})\,\frac{9.6}{27.99}\ \text{T}=0.117\ \text{mT},
\]

or 1.17 Oe. At the same frequency, with a matched substrate, the formulas give:

| \(d\) (nm) | \(\alpha_{\rm ph}\) (10⁻⁵) | \(\Delta B\) (mT) |
|---:|---:|---:|
| 50 | 1.46 | 0.010 |
| 100 | 8.52 | 0.058 |
| 200 | 17.0 | 0.117 |
| 300 | 2.84 | 0.019 |
| 400 | 0 | 0 |
| 600 | 5.68 | 0.039 |
| 800 | 0 | 0 |

The largest value is \(1.80\times10^{-4}\), at 177 nm. The film of 600 nm has a third of the damping of the film of 200 nm, because the sine is the same and the moment per area is three times larger. A film of 420 nm, 5 percent too thick for the first zero, has \(\alpha_{\rm ph}=4.9\times10^{-8}\).

**Q.** These garnets are not perfectly matched.

**A.** No. With rough substrate values of 7080 kg/m³ and 3570 m/s, \(r=1.27\). At half a wavelength the general formula gives \(4\epsilon/r\), so the damping at 200 nm falls to \(1.34\times10^{-4}\), about 21 percent below the matched value. The zeros stay.

The orientation matters more. Garnet films are often grown with a (111) normal. Let \(\mathbf n\) be that normal and \(\mathbf t\) a unit vector in the plane. Put the magnetization along \(\mathbf n+\theta\mathbf t\), and let the shear be \(e_{ij}=u'(n_it_j+t_in_j)/2\). The part of \(\sum_im_i^2e_{ii}\) linear in \(\theta\) is

\[
2\theta u'\sum_in_i^2t_i^2=\tfrac23\theta u',
\]

because \(n_i^2=1/3\) and \(\sum_it_i^2=1\). The full sum \(\sum_{ij}m_im_je_{ij}\) gives \(\theta u'\), so its off-diagonal part gives \(\theta u'/3\). Hence

\[
b_{111}=\frac{2b_1+b_2}{3}.
\]

With a rough \(b_1=0.35\) MJ/m³ this is 0.467 MJ/m³. At unchanged density, speed and frequency, the damping is multiplied by \((b_{111}/b_2)^2=(2/3)^2=0.44\).

**Q.** You also promised me the turning of the crystal axes.

**A.** A shear \(u_x'\) turns the lattice by \(u_x'/2\). Near a cubic axis the anisotropy energy is \(K(m_x-u_x'/2)^2\), whose cross term is \(-Km_xu_x'\). It changes \(b\) by an amount \(|K|\). For a rough \(|K|=600\) J/m³ the damping changes by \(2|K|/b=0.17\) percent.

**Q.** What about the zero itself? The strain varies through the film, so the magnetization should not stay uniform.

**A.** Exchange holds it nearly uniform here. To size the effect, I divided the film into 120 layers, each with its own magnetization and local strain. The layers were coupled by an exchange stiffness of 3.7 pJ/m, with no pinning at the faces and a matched substrate. The complex frequency of the precession is then an eigenvalue of the linear equations of motion. At 200 nm the damping remains \(1.70\times10^{-4}\) to within about 0.1 percent. At 400 nm it is of order \(10^{-12}\), no longer exactly zero, because the zero has moved rather than vanished. With exchange stiffness \(A_{\rm ex}\) and \(D_{\rm ex}=2\gamma A_{\rm ex}/M_s\), the local equations are \(\omega m=\gamma B_0m+(\gamma b/M_s)u'-D_{\rm ex}m''\) and \(-\rho\omega^2u=\mu u''+bm'\). At \(\omega=\gamma B_0\) try \(u=-q_1\sin\kappa z\) and \(m=m_0+m_1\cos\kappa z\). The first equation gives \(m_1=\gamma bq_1/(M_sD_{\rm ex}\kappa)\), and the second then gives \(\kappa^2=k^2+\gamma b^2/(M_s\mu D_{\rm ex})\). At \(\kappa d=2\pi n\) both \(u\) and \(m'\) vanish at the faces, and zero total stress there fixes \(q_1\). The ratio \(\gamma b^2/(M_s\mu D_{\rm ex}k^2)\), which is also roughly \(m_1/m_0\), equals 0.0035 here, so the first zero lies at 399.3 nm instead of 400 nm. Strong pinning at a face would break the assumption of uniform precession, and this calculation does not cover it.

**Q.** Sound is also absorbed within the film.

**A.** That sets a larger floor. Let absorption replace \(\mu\) by \(\mu(1-i\eta)\), with \(\eta\ll1\). Since \(k\propto\mu^{-1/2}\), the wave number becomes \(k(1+i\eta/2)\). An amplitude decay length \(\ell\) then means \(\eta=2/(k\ell)\). The power absorbed per volume is \(\eta\mu\omega|u'|^2\). At \(d=n\lambda\), \(|u'|=(b|m|/\mu)|\cos kz|\), and the average of \(\cos^2kz\) over the film is one half. Equating the absorbed power to the Gilbert loss,

\[
\frac{\eta\omega b^2|m|^2d}{2\mu}=\frac{M_sd}{\gamma}\alpha\omega^2|m|^2
\quad\Longrightarrow\quad
\alpha=\frac{\gamma b^2\eta}{2M_s\mu\omega}.
\]

For a rough \(\ell=0.5\) mm, \(\eta=2.5\times10^{-4}\) and \(\alpha=1.7\times10^{-8}\). This is still about \(10^{-4}\) of the damping at 200 nm.

**Q.** And if the wave returns from the back of the substrate?

**A.** Then the assumption of a very thick substrate fails. For a polished substrate of thickness \(L=0.5\) mm and the same \(\ell\), the returning amplitude is \(R=e^{-2L/\ell}=0.135\) of the emitted one. With a return phase \(\phi\), the displacement at the interface is multiplied by \(1+Re^{i\phi}\) and the stress by \(1-Re^{i\phi}\), so the matched load becomes

\[
r=\frac{1-Re^{i\phi}}{1+Re^{i\phi}}.
\]

At \(d=\lambda/2\), \(T=-2iq/r\), and the power entering the substrate is proportional to \({\rm Re}(r)/|r|^2={\rm Re}(1/r)\). As \(\phi\) varies, the damping at 200 nm is multiplied by a factor between \((1-R)/(1+R)=0.76\) and \((1+R)/(1-R)=1.31\). The pattern repeats every \(c_s/(2L)=3.6\) MHz. The phonon linewidth in frequency, \(2\alpha_{\rm ph}\omega/2\pi\), is 3.3 MHz, so the echoes can distort a line recorded by sweeping the frequency. In a field sweep at fixed frequency \(\phi\) is constant, and the echoes change the width, height and position of the line but not its shape. At \(d=n\lambda\) the interface is at rest, and there is no echo to return.

**Q.** Would I notice any of this in a real garnet film?

**A.** The other damping of a good film is roughly \(10^{-4}\), comparable with the phonon part calculated at 200 nm. For this garnet at 9.6 GHz, choosing \(d=n\lambda\) instead of \(\lambda/2\) therefore lowers the total damping noticeably only when the other damping is not much larger than this. At a lower frequency the half-wave film is thicker, and its phonon damping \(4\epsilon\) grows as \(1/\omega\), as long as exchange keeps the precession uniform. The ratio \(\gamma b^2/(M_s\mu D_{\rm ex}k^2)\) grows as \(1/\omega^2\), to 0.08 at 2 GHz and 0.3 at 1 GHz, so for this garnet the uniform formulas should not be used much below 2 GHz. The same thickness is not a zero at every frequency: for fixed \(d\) the zeros lie at \(\omega/2\pi=nc/d\). Of the departures sized here, the (111) orientation changes the damping at 200 nm most, followed by the echoes and the impedance mismatch. This order rests on the rough \(\ell=0.5\) mm: for \(\ell=1\) mm, \(R=0.37\) and the echo factor runs from 0.46 to 2.16, as large an effect as the orientation. None of these three removes the zeros, although a (111) film has its own shear speed and hence its own \(\lambda\).
